# Even and odd channels in the one-dimensional KKR problem: test program

```python
# Result under test: for a chain of identical even wells v(x-n*a), v=0 for |x|>b,
#   cos(q a) = cos(k a + d0 + d1) / cos(d0 - d1),   E = k^2/2 (atomic units),
# where d0, d1 are the even and odd phase shifts of one well and q is the Bloch
# wave number. With S_l = exp(2 i d_l) the same law also holds at negative E:
#   cos(q a) = (exp(ika) S0 S1 + exp(-ika)) / (S0 + S1).
# G: structure constants, tau_l = (S_l-1)/2: one-site scattering amplitudes.
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.linalg import toeplitz, eigvalsh
from scipy.optimize import brentq

EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10
depth_eV, b_ang, a_ang = 10.0, 1.0, 3.5
V0, b, a = depth_eV / EV, b_ang / ANG, a_ang / ANG
nodes, weights = np.polynomial.legendre.leggauss(600)


def square_well(x):
    return -V0 + 0.0 * x


def smooth_well(x):
    return np.where(np.abs(x) < b, -V0 * np.cos(np.pi * x / (2 * b))**2, 0.0)


def plane_wave_levels(q, lattice, potential, nmax=150):
    """Eigenvalues of the Bloch Hamiltonian from its definition."""
    m = np.arange(2 * nmax + 1)
    x = b * nodes
    vg = np.cos(2 * np.pi * np.outer(m, x) / lattice) @ (
        b * weights * potential(x)) / lattice
    g = 2 * np.pi * np.arange(-nmax, nmax + 1) / lattice
    return eigvalsh(toeplitz(vg) + np.diag((q + g)**2 / 2))


def square_logs(E):
    K = np.sqrt(2 * (E + V0))
    return -K * np.tan(K * b), K / np.tan(K * b)


def scattering(E, logs):
    """k, S0, S1 from the even and odd logarithmic derivatives at r=b."""
    k = np.sqrt(2 * E + 0j)
    L0, L1 = logs
    back = np.exp(-2j * k * b)
    return k, back * (1j*k + L0) / (1j*k - L0), back * (L1 + 1j*k) / (L1 - 1j*k)


def cos_bloch(k, S0, S1, lattice):
    return (np.exp(1j*k*lattice) * S0 * S1 + np.exp(-1j*k*lattice)) / (S0 + S1)


def square_cos(E):
    return cos_bloch(*scattering(E, square_logs(E)), a).real


def kkr_levels(q, count=3):
    grid = np.linspace(-9.9987, 30.0013, 4001) / EV
    f = np.array([square_cos(E) for E in grid]) - np.cos(q * a)
    roots = [brentq(lambda E: square_cos(E) - np.cos(q * a), grid[i], grid[i+1],
                    xtol=1e-13) for i in range(len(grid)-1) if f[i]*f[i+1] < 0]
    return np.array(roots[:count])


def kkr_matrix(k, d0, d1, q):
    C = np.cos(q * a) - np.cos(k * a)
    diag, off = np.sin(k * a) / C, np.sin(q * a) / C
    return np.array([[1/np.tan(d0) + diag, -1j*off],
                     [1j*off, 1/np.tan(d1) + diag]])


def phases(E):
    k, S0, S1 = scattering(E, square_logs(E))
    return k.real, np.angle(S0) / 2, np.angle(S1) / 2


# Structure constants: field of all other sites, summed directly at complex k.
kc, qc = 1.1 + 0.02j, 0.31
C = np.cos(qc * a) - np.cos(kc * a)
G = np.array([[-1 + 1j*np.sin(kc*a)/C, np.sin(qc*a)/C],
              [-np.sin(qc*a)/C, -1 + 1j*np.sin(kc*a)/C]])
n = np.concatenate([np.arange(-500, 0), np.arange(1, 501)])
c = np.array([0.7 - 0.2j, 0.3 + 0.5j])
for x in (-0.41 * a, 0.13 * a, 0.37 * a):
    d = x - n * a
    out = np.exp(1j * kc * np.abs(d) + 1j * qc * n * a)
    direct = np.sum(out * (c[0] - 1j * np.sign(d) * c[1]))
    expanded = np.array([np.cos(kc*x), np.sin(kc*x)]) @ G @ c
    assert abs(direct - expanded) < 1e-10

# Determinant of 1 - G tau with G from explicit series.
m = np.arange(1, 501)
Sp, Sm = (np.exp(1j * (kc + s * qc) * m * a).sum() for s in (1, -1))
Gsum = np.array([[Sp + Sm, 1j*(Sp - Sm)], [-1j*(Sp - Sm), Sp + Sm]])
_, S0, S1 = scattering(kc**2 / 2, square_logs(kc**2 / 2))
det = np.linalg.det(np.eye(2) - Gsum @ np.diag([(S0-1)/2, (S1-1)/2]))
closed = (S0 + S1) / 2 * (np.cos(qc*a) - cos_bloch(kc, S0, S1, a)) / C
assert abs(det - closed) < 1e-9 * max(1, abs(det))

# Square-well bands against plane waves (basis error is below 1e-6 eV).
fractions = (0.0, 0.5, 1.0)
bands, band_error = {}, 0.0
for frac in fractions:
    q = frac * np.pi / a
    bands[frac] = kkr_levels(q)
    assert len(bands[frac]) == 3
    reference = plane_wave_levels(q, a, square_well)[:3]
    band_error = max(band_error, np.max(np.abs(bands[frac] - reference)) * EV)
assert band_error < 5e-6

# The Hermitian KKR matrix must be singular at a plane-wave eigenvalue.
q_half = np.pi / (2 * a)
E_ref = plane_wave_levels(q_half, a, square_well)[2]
singular = np.min(np.abs(np.linalg.eigvalsh(kkr_matrix(*phases(E_ref), q_half))))
assert singular < 1e-5


# Smooth well: numerical integration, KKR law and cellular boundary condition.
def integrate(E, start, x0, x1):
    rhs = lambda x, y: [y[1], 2 * (smooth_well(x) - E) * y[0]]
    return solve_ivp(rhs, (x0, x1), start, method="DOP853", rtol=1e-11,
                     atol=1e-12).y[:, -1]


q_smooth = 0.3 * np.pi / a
smooth_error = 0.0
for E in plane_wave_levels(q_smooth, a, smooth_well)[:4]:
    even, odd = integrate(E, [1., 0.], 0, b), integrate(E, [0., 1.], 0, b)
    k, S0, S1 = scattering(E, (even[1]/even[0], odd[1]/odd[0]))
    err = abs(cos_bloch(k, S0, S1, a) - np.cos(q_smooth * a))
    even, odd = integrate(E, even, b, a/2), integrate(E, odd, b, a/2)
    tan2 = -(even[1] * odd[0]) / (even[0] * odd[1])
    assert abs(tan2 - np.tan(q_smooth * a / 2)**2) < 1e-5
    smooth_error = max(smooth_error, err)
assert smooth_error < 1e-5

# Transmission and reflection of the smooth well from a one-sided integration.
E = 3.0 / EV
k = np.sqrt(2 * E)
even, odd = integrate(E, [1., 0.], 0, b), integrate(E, [0., 1.], 0, b)
_, S0, S1 = scattering(E, (even[1]/even[0], odd[1]/odd[0]))
w = integrate(E, [np.exp(1j*k*b), 1j*k*np.exp(1j*k*b)], b, -b)
incident = (w[0] + w[1]/(1j*k)) / 2 * np.exp(1j*k*b)
reflected = (w[0] - w[1]/(1j*k)) / 2 * np.exp(-1j*k*b)
assert abs(1/incident - (S0 + S1)/2) < 1e-7
assert abs(reflected/incident - (S0 - S1)/2) < 1e-7

# Delta chain: even channel alone, against the reciprocal-lattice sum.
g_delta, k_delta = -0.3, 0.8
d_delta = np.arctan(-g_delta / k_delta)
cosq = cos_bloch(k_delta, np.exp(2j*d_delta), 1.0, a).real
assert abs(cosq) < 1
q_delta = np.arccos(cosq) / a
recip = 2 * np.pi * np.arange(-200000, 200001) / a
lattice_sum = np.sum(1 / (k_delta**2/2 - (q_delta + recip)**2/2)) / a
assert abs(g_delta * lattice_sum - 1) < 1e-4  # truncated tail is about 1e-6

# Zero reflection at a zone-centre edge closes the gap.
E_clear = (np.pi / b)**2 / 2 - V0
k_clear = np.sqrt(2 * E_clear)
a_clear = 2 * b + 2 * np.pi / k_clear
levels = plane_wave_levels(0.0, a_clear, square_well)
nearest = np.sort(levels[np.argsort(np.abs(levels - E_clear))[:2]])
assert np.max(np.abs(nearest - E_clear)) * EV < 1e-5

# Worked energy in the third band.
E_work = 10.0 / EV
k, d0, d1 = phases(E_work)
K = np.sqrt(2 * (E_work + V0))
numerator, denominator = np.cos(k*a + d0 + d1), np.cos(d0 - d1)
cosq = numerator / denominator
assert abs(cosq) < 1
q = np.arccos(cosq) / a
check = plane_wave_levels(q, a, square_well)[2]
assert abs(check - E_work) * EV < 5e-6
C = np.cos(q * a) - np.cos(k * a)
M = kkr_matrix(k, d0, d1, q)

print(f"well depth = {depth_eV:.1f} eV")
print(f"well half-width b = {b_ang:.1f} angstrom")
print(f"lattice constant a = {a_ang:.1f} angstrom")
print(f"hbar^2/(2m) = {EV*ANG**2/2:.6f} eV angstrom^2")
print(f"worked energy E = {E_work*EV:.1f} eV")
print(f"k outside = {k/ANG:.6f} 1/angstrom")
print(f"K inside = {K/ANG:.6f} 1/angstrom")
print(f"k b = {k*b:.6f} rad;  K b = {K*b:.6f} rad")
print(f"k a = {k*a:.6f} rad")
print(f"even phase shift d0 (mod pi) = {d0:.6f} rad")
print(f"odd phase shift d1 (mod pi) = {d1:.6f} rad")
print(f"cos(ka+d0+d1) = {numerator:.6f}")
print(f"cos(d0-d1) = {denominator:.6f}")
print(f"transmission probability = {denominator**2:.6f}")
print(f"cos(qa) = {cosq:.6f};  qa = {q*a:.6f} rad")
print(f"q = {q/ANG:.6f} 1/angstrom")
print(f"C = cos(qa)-cos(ka) = {C:.6f}")
print(f"sin(ka)/C = {np.sin(k*a)/C:.6f}")
print(f"sin(qa)/C = {np.sin(q*a)/C:.6f}")
print(f"cot d0 = {1/np.tan(d0):.6f};  cot d1 = {1/np.tan(d1):.6f}")
print(f"KKR diagonal = {M[0,0].real:.6f}, {M[1,1].real:.6f}")
print(f"plane-wave third level at this q = {check*EV:.6f} eV")
for frac in fractions:
    e1, e2, e3 = bands[frac] * EV
    print(f"q={frac:.1f} pi/a: E1,E2,E3 = {e1:.5f}, {e2:.5f}, {e3:.5f} eV")
print(f"gap 1-2 at q=pi/a = {(bands[1.0][1]-bands[1.0][0])*EV:.5f} eV")
print(f"gap 2-3 at q=0 = {(bands[0.0][2]-bands[0.0][1])*EV:.5f} eV")
for index in (1, 2):
    E_edge = plane_wave_levels(0.0, a, square_well)[index]
    ke, de0, de1 = phases(E_edge)
    s0, s1 = np.sin(ke*a/2 + de0), np.sin(ke*a/2 + de1)
    assert min(abs(s0), abs(s1)) < 1e-5
    print(f"q=0 band {index+1}: |sin(ka/2+d0)| = {abs(s0):.6f}, "
          f"|sin(ka/2+d1)| = {abs(s1):.6f}")
E_low = bands[0.5][0]
k_low, S0, S1 = scattering(E_low, square_logs(E_low))
print(f"band 1, q=pi/(2a): kappa = {k_low.imag/ANG:.6f} 1/angstrom")
print(f"band 1, q=pi/(2a): S0 = {S0.real:.5f}, S1 = {S1.real:.5f}")
print(f"zero-reflection energy = {E_clear*EV:.6f} eV")
print(f"gap-closing lattice constant = {a_clear*ANG:.6f} angstrom")
print(f"plane-wave pair there = {nearest[0]*EV:.6f}, {nearest[1]*EV:.6f} eV")
print(f"largest band difference, KKR - plane waves = {band_error:.1e} eV")
print(f"smooth well: largest error in cos(qa) = {smooth_error:.1e}")
print("verified")
```

It prints:

```
well depth = 10.0 eV
well half-width b = 1.0 angstrom
lattice constant a = 3.5 angstrom
hbar^2/(2m) = 3.809982 eV angstrom^2
worked energy E = 10.0 eV
k outside = 1.620088 1/angstrom
K inside = 2.291150 1/angstrom
k b = 1.620088 rad;  K b = 2.291150 rad
k a = 5.670307 rad
even phase shift d0 (mod pi) = 0.506154 rad
odd phase shift d1 (mod pi) = 0.843333 rad
cos(ka+d0+d1) = 0.740750
cos(d0-d1) = 0.943692
transmission probability = 0.890554
cos(qa) = 0.784950;  qa = 0.668182 rad
q = 0.190909 1/angstrom
C = cos(qa)-cos(ka) = -0.033046
sin(ka)/C = 17.406704
sin(qa)/C = -18.748323
cot d0 = 1.804010;  cot d1 = 0.890359
KKR diagonal = 19.210713, 18.297063
plane-wave third level at this q = 10.000000 eV
q=0.0 pi/a: E1,E2,E3 = -7.07745, 5.44874, 8.41628 eV
q=0.5 pi/a: E1,E2,E3 = -6.60889, 1.82405, 13.85000 eV
q=1.0 pi/a: E1,E2,E3 = -5.97380, -0.24278, 21.63726 eV
gap 1-2 at q=pi/a = 5.73102 eV
gap 2-3 at q=0 = 2.96754 eV
q=0 band 2: |sin(ka/2+d0)| = 0.388807, |sin(ka/2+d1)| = 0.000000
q=0 band 3: |sin(ka/2+d0)| = 0.000000, |sin(ka/2+d1)| = 0.356704
band 1, q=pi/(2a): kappa = 1.317051 1/angstrom
band 1, q=pi/(2a): S0 = 2289.93642, S1 = -4.40649
zero-reflection energy = 27.603016 eV
gap-closing lattice constant = 4.334334 angstrom
plane-wave pair there = 27.603016, 27.603016 eV
largest band difference, KKR - plane waves = 1.4e-07 eV
smooth well: largest error in cos(qa) = 3.6e-11
verified
```
